\section*{Electronic ferroelectricity from coexisting site-centred and bond-centred charge order}

\section{Two sites and one carrier}

Put one carrier of charge $q$ on two sites a distance $a$ apart. The left site has energy $-\Delta$, the right site $+\Delta$, with $\Delta>0$, and the hopping amplitude is $-2t$. The Hamiltonian and its lower energy are
\begin{equation}
h=\begin{pmatrix}-\Delta&-2t\\-2t&\Delta\end{pmatrix},\qquad
\varepsilon=-E,\quad E=\sqrt{\Delta^2+4t^2}.
\end{equation}
Since $\varepsilon=-E$ depends on $\Delta$ through the term $-\Delta(n_L-n_R)$, we have $n_L-n_R=-\partial\varepsilon/\partial\Delta=\Delta/E$. With $n_L+n_R=1$, the mean position measured from the left site is
\begin{equation}
u=a\,n_R=\frac a2\left(1-\frac{\Delta}{E}\right).
\label{dimer}
\end{equation}
For $\Delta=0$ the carrier sits at the bond middle; for $\Delta\gg t$ it sits on the left site. In between it is at neither place.

Now repeat this pair along a line with period $2a$ and no hopping between pairs. A row of carriers on sites is symmetric about those sites, and a row of carriers at bond middles is symmetric about those middles. The intermediate row, with unequal sites and unequal bonds, has no inversion centre. The notes extend this to connected pairs, and then ask whether electrons can produce both inequalities themselves.

\section{The chain and its inversion centres}

Sites $n$ lie at $x=na$ and do not move. There is one spinless carrier per two sites. Site order is described by a field $\Delta$, bond order by a field $\delta$:
\begin{equation}
\begin{aligned}
H(\Delta,\delta)=&-\Delta\sum_n(-1)^n c_n^\dagger c_n\\
&-\sum_n\left[t+(-1)^n\delta\right]
\left(c_n^\dagger c_{n+1}+c_{n+1}^\dagger c_n\right).
\end{aligned}
\label{H}
\end{equation}
We take $t>0$ and $|\delta|\le t$. The pairs above are the case $\delta=t$.

Every reflection of the lattice has the form $n\to c-n$ with integer $c$. It takes the bond $(n,n+1)$ to $(c-n-1,c-n)$, whose left end is $c-n-1$.
\begin{itemize}
\item If $c$ is even, the centre is a site. Site parity is kept, but the bond sign $(-1)^n$ becomes $(-1)^{c-n-1}=-(-1)^n$. Thus $(\Delta,\delta)\to(\Delta,-\delta)$.
\item If $c$ is odd, the centre is a bond middle. Site parity changes and the bond sign is kept. Thus $(\Delta,\delta)\to(-\Delta,\delta)$.
\item Translation by $a$ changes both signs: $(\Delta,\delta)\to(-\Delta,-\delta)$.
\end{itemize}
Site order alone therefore keeps the site centres, and bond order alone keeps the bond centres. If both fields are nonzero, neither class survives. The two directions along the chain are then inequivalent, and a polar displacement is allowed.

On a 12-site ring, trying all 12 reflections leaves 6 for site order, 6 for bond order and none for both.

The periods matter. Keep alternating sites, but let the bonds follow the pattern $++--$. The site between two strong bonds is an inversion centre of the bond pattern, and every site is a centre of the site pattern. The two orders share centres, and on the 12-site ring 3 reflections survive. Coexistence can remove inversion, but it need not. In a crystal there is a further condition: the displacements of different chains must not cancel.

\section{Bands}

Write $\psi_n=e^{i\kappa n}u_A$ on even sites and $e^{i\kappa n}u_B$ on odd sites. The period is $2a$, so $\kappa$ runs over an interval of length $\pi$; $\langle\cdots\rangle$ denotes the average over it. An even site is joined to its right neighbour by $t+\delta$ and to its left neighbour by $t-\delta$. Its equation contains
\begin{equation}
g=(t+\delta)e^{i\kappa}+(t-\delta)e^{-i\kappa}
=2t\cos\kappa+2i\delta\sin\kappa .
\end{equation}
For an odd site the two amplitudes are exchanged, which gives $g^*$. Hence
\begin{equation}
-\Delta u_A-g\,u_B=\varepsilon u_A,\qquad
-g^*u_A+\Delta u_B=\varepsilon u_B ,
\end{equation}
and $\varepsilon=\pm E$ with
\begin{equation}
E^2=\Delta^2+|g|^2=\Delta^2+4t^2\cos^2\kappa+4\delta^2\sin^2\kappa .
\end{equation}
Because $|g|^2=4\delta^2+4(t^2-\delta^2)\cos^2\kappa$, the minimum is at $\kappa=\pi/2$ and the gap is $2\sqrt{\Delta^2+4\delta^2}$. The lower band is full.

Take $\Delta>0$. At $\varepsilon=-E$ the second equation gives $u_B=g^*u_A/(E+\Delta)$. Using $|g|^2=(E-\Delta)(E+\Delta)$ to normalize,
\begin{equation}
u_A=\sqrt{\frac{E+\Delta}{2E}},\qquad
u_B=\sqrt{\frac{E-\Delta}{2E}}\;e^{-i\varphi},\qquad \varphi=\arg g .
\label{spinor}
\end{equation}

\section{The displacement of a carrier}

A full band can be described by localized orbitals, one per cell, with amplitudes $w_n=\langle e^{i\kappa n}u_{A,B}\rangle$. When the fields change slowly and the gap stays open, the band remains full and these orbitals move continuously. The bulk dipole moment changes by $q$ times the sum of their shifts, so we need their centre.

Integration by parts gives
\begin{equation}
n\,w_n=\left\langle(-i\partial_\kappa e^{i\kappa n})u_{A,B}\right\rangle
=\left\langle e^{i\kappa n}\,i\partial_\kappa u_{A,B}\right\rangle .
\end{equation}
There is no boundary term: under $\kappa\to\kappa+\pi$ both $g$ and $e^{i\kappa n}$ with odd $n$ change sign, so $e^{i\kappa n}u_B$ is periodic, as is $e^{i\kappa n}u_A$ with even $n$. Parseval's theorem on each sublattice then yields
\begin{equation}
u=a\sum_n n|w_n|^2
=a\left\langle u_A^*\,i\partial_\kappa u_A+u_B^*\,i\partial_\kappa u_B\right\rangle .
\end{equation}
The derivatives of the two magnitudes add up to $\tfrac i2\partial_\kappa(|u_A|^2+|u_B|^2)=0$. The phase of $u_B$ contributes $i(-i\varphi')|u_B|^2=\varphi'|u_B|^2$. Next,
\begin{equation}
\varphi'=\frac{\operatorname{Im}(g^*g')}{|g|^2}
=\frac{4t\delta(\cos^2\kappa+\sin^2\kappa)}{|g|^2}
=\frac{4t\delta}{(E-\Delta)(E+\Delta)} .
\end{equation}
Multiplication by $|u_B|^2=(E-\Delta)/(2E)$ cancels the factor $E-\Delta$:
\begin{equation}
\boxed{\,u=2at\delta\left\langle\frac{1}{E(E+\Delta)}\right\rangle,
\qquad \Delta>0.\,}
\label{u}
\end{equation}
This is measured from a low-energy site. It is odd in $\delta$, as site inversion requires, and nonzero whenever $\delta\neq0$.

\paragraph{Isolated pairs.} For $\delta=t$, $E$ does not depend on $\kappa$ and $4t^2=E^2-\Delta^2$. Then $u=a(E^2-\Delta^2)/[2E(E+\Delta)]=a(E-\Delta)/(2E)$, which is Eq.~\eqref{dimer}.

\paragraph{Strong site order.} For $\Delta\gg t$, $E\to\Delta$ and $u\to at\delta/\Delta^2$. Perturbation theory says the same: the carrier leaks to the right with probability $(t+\delta)^2/(2\Delta)^2$ and to the left with $(t-\delta)^2/(2\Delta)^2$, and the difference is $t\delta/\Delta^2$.

\paragraph{Vanishing site order.} For $\Delta\to0^+$ and $\delta>0$, $u\to\tfrac a2\langle\varphi'\rangle$. The phase of $g$ rises from $-\pi/2$ to $\pi/2$ over an interval of length $\pi$, so $u\to a/2$, the bond middle.

\paragraph{Weak order.} Let $\Delta,\delta\ll t$ and $M^2=\Delta^2+4\delta^2$. The average is dominated by $\kappa=\pi/2+p$ with small $p$, where $E^2\simeq4t^2p^2+M^2$. Put $2tp=M\sinh y$, so that $E=M\cosh y$ and $dp=E\,dy/(2t)$. With $\Delta=M\cos\alpha$ and $2\delta=M\sin\alpha$,
\begin{equation}
u\simeq\frac{2at\delta}{\pi}\int\frac{dp}{E(E+\Delta)}
=\frac{a\sin\alpha}{2\pi}\int_{-\infty}^{\infty}\frac{dy}{\cosh y+\cos\alpha}.
\end{equation}
The substitution $z=\tanh(y/2)$ turns the last integral into
\begin{equation}
\int_{-1}^{1}\frac{dz}{\cos^2\frac\alpha2+z^2\sin^2\frac\alpha2}
=\frac{\alpha}{\sin\frac\alpha2\cos\frac\alpha2}=\frac{2\alpha}{\sin\alpha}.
\end{equation}
Therefore
\begin{equation}
u\simeq\frac{a\alpha}{\pi}=\frac a\pi\arctan\frac{2\delta}{\Delta},\qquad
\sin\frac{2\pi u}{a}\simeq\frac{4\Delta\delta}{\Delta^2+4\delta^2}.
\label{weak}
\end{equation}
The product $\Delta\delta$ has the symmetry of a polarization, being odd under both inversions and even under translation. The displacement is nevertheless not proportional to this product near the origin. It depends on the ratio of the fields, because the gap closes when both vanish.

\section{Can the electrons choose both orders?}

So far the fields were imposed. For ferroelectricity they must arise from a Hamiltonian that has the inversion centres. Define
\begin{equation}
S=\sum_n(-1)^nc_n^\dagger c_n,\qquad
B=\sum_n(-1)^n(c_n^\dagger c_{n+1}+c_{n+1}^\dagger c_n),
\end{equation}
and, for $N$ sites,
\begin{equation}
H_{\rm el}=H(0,0)-\frac{G_s}{N}S^2-\frac{G_b}{N}B^2 .
\label{Hel}
\end{equation}
Inversions and translations at most change the signs of $S$ and $B$, so $H_{\rm el}$ has every symmetry of the undistorted chain. The interaction is a deliberately simple long-range one; $G_s$ and $G_b$ stand for the net electronic tendencies towards each order.

For any number $s$, $(S-Ns)^2\ge0$ gives $-S^2\le-2NsS+N^2s^2$. With $\Delta=2G_ss$,
\begin{equation}
-\frac{G_s}{N}S^2\le-\Delta S+\frac{N\Delta^2}{4G_s},
\end{equation}
and likewise for $B$ with $\delta=2G_bb$. The right-hand sides rebuild Eq.~\eqref{H}. Each two-site cell contributes $-E$ for each $\kappa$, so the ground-state energy per site is bounded above by
\begin{equation}
e(\Delta,\delta)=-\tfrac12\langle E\rangle+\frac{\Delta^2}{4G_s}+\frac{\delta^2}{4G_b}.
\label{e}
\end{equation}
Minimizing this is the mean-field approximation.

Use $X=\Delta^2$ and $Y=4\delta^2$. Then $E=\sqrt{4t^2\cos^2\kappa+X+Y\sin^2\kappa}$, and the other terms are $X/(4G_s)+Y/(16G_b)$. The function $-\sqrt{\;\cdot\;}$ is strictly convex and its argument is linear in $(X,Y)$. Two different points give different arguments at almost every $\kappa$, so $e$ is strictly convex in $(X,Y)$. A stationary point with $X,Y>0$ is thus the unique global minimum in these variables. Setting both derivatives to zero,
\begin{equation}
\left\langle\frac1E\right\rangle=\frac1{G_s},\qquad
\left\langle\frac{\sin^2\kappa}{E}\right\rangle=\frac1{4G_b}.
\label{gap}
\end{equation}

Such couplings exist: choose any $X,Y>0$ and read $G_s,G_b$ from Eq.~\eqref{gap}. They fill an open region, because the derivative matrix of the two averages is $-\tfrac12$ times
\begin{equation}
\begin{pmatrix}\langle E^{-3}\rangle&\langle E^{-3}\sin^2\kappa\rangle\\
\langle E^{-3}\sin^2\kappa\rangle&\langle E^{-3}\sin^4\kappa\rangle\end{pmatrix},
\end{equation}
whose determinant is positive by the Cauchy--Schwarz inequality, $\sin^2\kappa$ not being constant. No fine tuning to a single point is needed.

At fixed $G_s$ the edges of the region follow from the same derivatives. Bond order enters the site-ordered state when $\partial e/\partial Y$ at $Y=0$ turns negative, that is, when $G_b$ exceeds $1/(4\langle\sin^2\kappa/E\rangle)$ there. Site order disappears when Eq.~\eqref{gap} is satisfied with $X=0$.

\section{Switching and the meaning of $P$}

The minima are $(\pm\Delta,\pm\delta)$. Translation by $a$ pairs them, which leaves two distinct states of opposite polarity. There are two ways to go from one to the other.

Reversing $\delta$ at fixed $\Delta$ moves the carrier through its site from $u$ to $-u$. Reversing $\Delta$ at fixed $\delta>0$ moves it through the bond middle from $u$ to $a-u$. The final states differ by a translation, but the transported charges differ. With $A$ the area per chain, half the change of polarization is in magnitude
\begin{equation}
P_\delta=\frac{|q|u}{2aA},\qquad P_\Delta=\frac{|q|(a/2-u)}{2aA}
\label{P}
\end{equation}
for $0<u<a/2$. A value of the spontaneous polarization has a meaning once the switching path is named.

The path is decided by energy. A uniform reversal of $\delta$ must cross $\delta=0$, where the lowest energy is that of the best site-ordered state. The straight line in $(X,Y)$ from the minimum to that state never rises above its end, by convexity. The barrier is therefore exactly this energy difference within the mean-field model at zero field. The same argument with the best bond-ordered state gives the barrier for reversing $\Delta$.

A field that drives carriers over the lower barrier but not the higher one switches the state and stops there, which is ferroelectric hysteresis. A field that overcomes both can carry the order along the chain step after step, and a current flows.

\section{A worked example}

Take $t=0.2$~eV, $a=0.36$~nm, $A=0.9$~nm$^2$ and $q=+e$. These are rough values for stacked charge-transfer salts of the TMTTF family, with one hole per two molecules. The couplings $G_s=0.300$~eV and $G_b=0.126$~eV are chosen, not measured. At this $G_s$ both orders coexist for $G_b$ between 0.1242 and 0.1301~eV, a window about 5\% wide. Direct minimization 3\% below the lower edge gave no bond order, and 3\% above the upper edge no site order.

The minimum has $\Delta=0.152$~eV and $\delta=0.061$~eV. The gap is
\begin{equation}
2\sqrt{0.152^2+4(0.061)^2}\ \text{eV}\simeq0.39\ \text{eV}.
\end{equation}
The sites hold 0.75 and 0.25 carriers. Equation~\eqref{u} gives $u=0.187a=0.067$~nm. The weak-order formula \eqref{weak} gives $0.216a$, some 16\% above the full result; half the gap is about half of $2t$, so the order is not weak.

The shifts were tested by following the carriers in time while one field was slowly reversed. Reversing $\delta$ moved each by $-0.373a$, equal to $-2u$; reversing $\Delta$ moved each by $0.627a$, equal to $a-2u$. With $1\ e/\text{nm}^2=16.02\ \mu\text{C/cm}^2$,
\begin{equation}
P_\delta=\frac{0.0671}{2(0.36)(0.9)}\frac{e}{\text{nm}^2}
=0.104\,\frac{e}{\text{nm}^2}=1.7\ \mu\text{C/cm}^2,
\end{equation}
and $P_\Delta=2.8\ \mu$C/cm$^2$.

The barriers per carrier are 0.11~meV for reversing $\delta$ and 0.41~meV for reversing $\Delta$. They are small because, at this strength of order, the energy depends mainly on $\Delta^2+4\delta^2$ and only weakly on the ratio of the fields: at fixed $\Delta^2+4\delta^2$ it varies by less than 0.5~meV per carrier, while ordering gains about 14~meV. Close competition alone is not enough: for $G_s=0.40$ and $G_b=0.1874$~eV the best site-ordered and bond-ordered states have nearly equal energies, yet the barrier is about 1.3~meV. A field brings the barrier top level with the starting state when its work on the carrier equals the barrier. For reversing $\delta$ this is $1.09\times10^{-4}\,\text{eV}/(e\times0.0671\,\text{nm})=0.0016$~V/nm, or 0.016~MV/cm; for reversing $\Delta$ it is 0.036~MV/cm. At these fields a barrier still separates the states; for uniform reversal along the lowest-energy path it vanishes only near 0.025 and 0.058~MV/cm. The lower path is the reversal of $\delta$, so $P_\delta$ is the relevant value here. These estimates assume uniform switching and neglect the field's distortion of the states. Moving domain walls are outside them.

\section{What the model leaves out}

\paragraph{Fluctuations.} Equation~\eqref{e} is an upper bound. For rings of 6, 10 and 14 sites it lies above the exactly diagonalized energy of $H_{\rm el}$ by 0.0572, 0.0347 and 0.0248~eV per site. Multiplied by $N$, these are 0.343, 0.347 and 0.347~eV. The excess thus falls nearly as $1/N$, which is evidence, not proof, that mean field gives the energy per site of this long-range model for large $N$. It says nothing about short-range interactions.

\paragraph{Temperature.} Filling the levels $\pm E$ thermally replaces $-\tfrac12\langle E\rangle$ by $-k_BT\langle\ln[2\cosh(E/2k_BT)]\rangle$. The fields are unchanged to the digits given at 100~K, and at 300~K $\delta$ falls from 0.0612 to 0.0610~eV. Collective fluctuations are not included, so this is no estimate of an ordering temperature.

\paragraph{Neighbouring chains.} A rough interchain hopping of 0.01~eV, with both orders alternating from chain to chain, changes the fields to 0.153 and 0.060~eV. Changing both signs is a translation, so the chain polarizations add. With each order either repeated or alternating from chain to chain, this stacking is the lowest of the four, but only by about 0.05~meV per carrier at fixed fields. Coulomb forces between chains are not included and could change the stacking.

\paragraph{Spin.} For a rough on-site repulsion $U=1$~eV and a neighbour-pair probability of 0.098, the exchange scale is $(4t^2/U)(0.098)\simeq16$~meV per bond, with one bond per site. This is far above the barriers. The same estimate gives about 13~meV in the best site-ordered state and 21~meV in the best bond-ordered state. These differences are many times the barriers. Including only a tenth of this exchange energy per bond in the minimization already removes the site order at the chosen couplings. Which order is lost depends on the estimate: with $4(t\pm\delta)^2/U$ on strong and weak bonds separately, the coexisting, site-ordered and bond-ordered states give about 11, 13 and 7~meV, and a tenth of that removes the bond order instead. In both cases the coexistence is destroyed. The symmetry argument is safe, but neither the coexistence at these couplings nor the switching fields are predictions for a real salt.

\paragraph{Ions and strong fields.} A rigid ionic shift of 0.001~nm with charge $e/2$ per site adds or subtracts 0.025~$\mu$C/cm$^2$, depending on its direction; this is about 1.5\% of $P_\delta$. The Landau--Zener field scale for interband tunnelling, $\pi(0.195\,\text{eV})^2/(2tae)$, is 8.3~MV/cm, far above the switching fields. The unscreened open-circuit field $P_\delta/\varepsilon_0$ is 19~MV/cm. A uniform state therefore needs electrodes or other compensating charge; otherwise domains or a different state must be expected.

\paragraph{The real salts.} The gap of 0.39~eV is on the high side for this family, where roughly a tenth to a few tenths of an eV is typical. More important, the stacks of these salts are dimerized by the crystal structure itself, so part of the bond alternation is built in. If it fixes the sign of $\delta$, the reversal of $\Delta$ is the remaining path. With the same fields, the switchable polarization is then 2.8 instead of 1.7~$\mu$C/cm$^2$, and the spontaneous part of the symmetry breaking is the site order alone. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
reflections of 12-site ring, no order: 12
reflections, site order only: 6
reflections, bond order only: 6
reflections, both period-two orders: 0
reflections, site order + period-four bonds: 3
largest open-chain centre error: 1.6e-13 a
hopping t: 0.200 eV
site spacing a: 0.360 nm
area per chain A: 0.90 nm^2
site coupling Gs: 0.3000 eV
bond coupling Gb: 0.1260 eV
coexistence window of Gb, lower edge: 0.1242 eV
coexistence window of Gb, upper edge: 0.1301 eV
site field D: 0.1518 eV
bond field d: 0.0612 eV
occupation of rich site: 0.7530
occupation of poor site: 0.2470
amplitude on strong bond: 0.3912
amplitude on weak bond: 0.1485
band gap: 0.3899 eV
displacement u/a: 0.1865
weak-order estimate of u/a: 0.2159
displacement u: 0.0671 nm
carrier shift on reversing d, evolution: -0.3730 a
carrier shift on reversing d, formula: -0.3730 a
carrier shift on reversing D, evolution: 0.6269 a
carrier shift on reversing D, formula: 0.6270 a
polarization, d-reversal branch: 1.660 uC/cm2
polarization, D-reversal branch: 2.790 uC/cm2
barrier per carrier, d reversal: 0.1088 meV
barrier per carrier, D reversal: 0.4098 meV
levelling field, d reversal: 0.0162 MV/cm
levelling field, D reversal: 0.0363 MV/cm
6-site energy/site exact, variational: -0.19307, -0.13585 eV
10-site energy/site exact, variational: -0.16935, -0.13463 eV
14-site energy/site exact, variational: -0.15938, -0.13457 eV
fields D, d at 100 K: 0.1518, 0.0612 eV
fields D, d at 300 K: 0.1519, 0.0610 eV
interchain hopping (rough): 0.010 eV
fields D, d with it: 0.1533, 0.0600 eV
on-site repulsion (rough): 1.0 eV
neighbour pair probability: 0.0984
spin-exchange energy scale: 15.75 meV
assumed rigid ionic shift (rough): 0.0010 nm
ionic polarization from it: 0.0247 uC/cm2
interband tunnelling field scale: 8.29 MV/cm
open-circuit field P/eps0, d branch: 18.75 MV/cm
\end{verbatim}
